The one-third spin-orbit rise of valence edges and band offsets

**A shift of 97 meV**

Take a germanium channel under hafnium dioxide and suppose that the valence offset, calculated without spin-orbit coupling, is 3.000 eV. Germanium's uppermost valence levels are split by roughly 0.29 eV when the coupling is included. If the oxide's own, smaller shift is neglected, the offset then becomes 3.097 eV: it grows by one third of the splitting. The electron barrier deduced from the offset and the measured gaps falls from 2.140 to 2.043 eV. Two questions follow. Why one third, and why may a shift found in the bulk crystal be added to an offset that belongs to an interface?

**Setting and conventions**

Atomic units are used in the algebra (ħ = m = e = 1, c ≈ 137); device numbers are in eV, nm and MV/cm. Without the coupling, the valence maximum lies at Γ, at energy E₀, in a level with three orbitals X, Y, Z. In zinc blende this is Γ15, whose orbitals transform like x, y, z. In diamond it is Γ25', whose orbitals transform like yz, zx, xy. Under the operations of the tetrahedral group about an atom the two sets behave alike, so one treatment serves both. With spin there are six states.

The coupling is

W = w·σ,  w = (1/4c²) ∇V × p,

where σ are the Pauli matrices. Near a nucleus V is spherical, ∇V = (V'/r) r, and r × p = L. With S = σ/2 this gives

W = ξ(r) L·S,  ξ(r) = V'/(2c²r).

The reference calculation must contain the other relativistic terms but no spin-orbit part. For a p-channel pseudopotential this means the average

V̄ = (2V₃⸝₂ + V₁⸝₂)/3,

weighted by the 4 and 2 states of j = 3/2 and j = 1/2. Another reference would carry part of the shift already.

The splitting is signed: Δ = E(quartet) − E(doublet). The usual case is Δ > 0. The small displacement of the maximum away from Γ that zinc blende permits is neglected.

**First derivation: the matrix inside the triplet**

To first order, the new levels are the eigenvalues of W within the six states. The matrix elements of w are needed.

At Γ the Hamiltonian without spin is real, so X, Y, Z can be chosen real. Since p = −i∇, the operator w is Hermitian and purely imaginary. Its matrix between real functions is therefore imaginary and antisymmetric; in particular, diagonal elements vanish.

Next use the twofold rotation about x. It leaves X unchanged and reverses Y and Z. It leaves w_x unchanged and reverses w_y and w_z, because w is an axial vector. The element ⟨X|w_x|Y⟩ would change sign under this symmetry operation, so it is zero; so is ⟨X|w_x|Z⟩. The element ⟨Y|w_x|Z⟩ is allowed. The same reasoning holds for the other axes, and the threefold rotation x → y → z → x makes the surviving elements equal:

⟨Y|w_x|Z⟩ = ⟨Z|w_y|X⟩ = ⟨X|w_z|Y⟩ = −iλ,

with one real constant λ. In compact form ⟨i|w_k|j⟩ = −iλ ε_ijk. The matrices (L_k)_ij = −i ε_ijk are those of a unit angular momentum, with L·L = 2 and L × L = iL. Hence

W = λ L·σ.

This L describes how the three orbitals mix. It need not be the true orbital angular momentum of the Bloch states; the crystal's details are contained in λ.

The eigenvalues follow by squaring. From σ_aσ_b = δ_ab + i ε_abc σ_c,

(L·σ)² = L·L + iσ·(L × L) = 2 + iσ·(iL) = 2 − L·σ.

An eigenvalue μ of L·σ thus obeys

μ² + μ − 2 = (μ − 1)(μ + 2) = 0,

so μ = 1 or μ = −2. Let these occur n₁ and n₂ times. There are six states, n₁ + n₂ = 6, and the trace of L·σ is zero, n₁ − 2n₂ = 0. Therefore n₁ = 4 and n₂ = 2: a quartet at E₀ + λ and a doublet at E₀ − 2λ. The splitting is

Δ = λ − (−2λ) = 3λ,

and for Δ > 0 the valence maximum rises by

δE_v = λ = Δ/3.

If λ is negative, the doublet is on top and the rise is −2λ = 2|Δ|/3. The one-third rule thus needs the sign of Δ as well as its size.

**Second derivation: degeneracies and the centre of gravity**

The second route does not construct the matrix. It asks how many levels symmetry permits and where their mean lies.

The tetrahedral group has 24 operations: the identity, 8 threefold rotations, 3 twofold rotations, 6 fourfold rotation-inversions and 6 reflections. In this order, the characters of the orbital triplet are

3, 0, −1, −1, 1.

A spin one-half has character 2cos(θ/2) for a rotation by θ and is unaffected by inversion, which gives

2, 1, 0, √2, 0.

The six product states have the products of these characters:

6, 0, 0, −√2, 0.

The mean of the squared characters equals the sum of the squares of the multiplicities with which irreducible representations occur. Here it is

(6² + 6 × 2)/24 = 48/24 = 2,

so there are two different representations, once each. (An extra turn by 2π reverses the sign of every spin character and leaves the squares unchanged, so averaging over 24 operations is enough.)

One of them is found by taking the spin characters and reversing the sign for the improper operations:

2, 1, 0, −√2, 0.

Its mean square is (4 + 8 + 12)/24 = 1, so it is irreducible, with dimension two. Its overlap with the product characters is

(6 × 2 + 6 × √2 × √2)/24 = 1,

so it occurs once. The remaining representation has dimension four. A quartet and a doublet follow without any angular-momentum algebra, and symmetry protects them at any coupling strength.

Now let their first-order shifts be q and d. The sum of the six shifts is the trace of W in the triplet:

4q + 2d = Σ_i ⟨i|w|i⟩ · Tr σ = 0,

because each Pauli matrix has zero trace. Hence d = −2q. With Δ = q − d = 3q, the quartet rises by q = Δ/3, as before.

This route also shows what happens beyond first order. Let c be the shift of the mean of the six levels. Then

4E_q + 2E_d = 6(E₀ + c),  E_q − E_d = Δ.

Inserting E_d = E_q − Δ gives 6E_q − 2Δ = 6E₀ + 6c, or

E_q − E₀ = Δ/3 + c.

Here Δ is the full splitting, not its first-order part. The relation holds as long as the six levels can be followed as a group. The leading part of c comes from other levels n, of energy E_n:

c ≈ (1/6) Σ_i Σ_n |⟨n|W|i⟩|² / (E₀ − E_n),

where i runs over the six states. It is quadratic in the coupling. Levels above E₀ make it negative, levels below make it positive.

**What the model crystals show**

The rule was tested on two diamond-type model crystals, A and B, and on the zinc-blende crystal AB made from both. Their potentials are built from round form factors, and their full Hamiltonians were diagonalized in 65 plane waves with and without the coupling. The coupling strengths were set to give splittings of the size found in germanium (A) and silicon (B); the crystals are not models of these materials otherwise.

Crystal A has a splitting of 0.2921 eV and a rise of 0.0954 eV. One third of the splitting is 0.0974 eV, and the difference is the centroid shift c = −0.0020 eV. The ratio of rise to splitting is 0.3266. With the coupling reduced to one hundredth it is 0.33327. The departure from 1/3 has shrunk by about a hundred, as expected when c is quadratic and Δ linear in the coupling.

In crystal B the splitting is 0.0441 eV and c is −0.00006 eV. Crystal AB shows something less expected: its splitting, 0.177 eV, is smaller than that of A, but its centroid shift, −0.0022 eV, is slightly larger in size. The correction is thus not fixed by Δ alone.

**From one edge to an offset**

Define the valence offset between materials A and B as ΔE_v = E_v(A) − E_v(B). A bulk calculation gives each edge relative to the mean electrostatic potential of its own crystal. An interface calculation gives the step between the two mean potentials. The offset is the difference of the bulk edges plus this step. The bulk edges move by Δ_A/3 and Δ_B/3. What does the step do?

The step is determined by the electron density. Consider an insulating, nonmagnetic system with spin-paired orbitals φ_o (occupied) and φ_u (empty). First-order perturbation theory gives the density change

δn(r) = 2 Re Σ_o Σ_u φ_o*(r) φ_u(r) [⟨u|w|o⟩ · Tr σ] / (E_o − E_u) = 0.

The trace arises from summing over both spins. It vanishes for every pair of orbitals, so the argument needs no crystal symmetry and holds at an interface. Since W respects time reversal, it produces no net spin density in such a system either. At first order, a self-consistent potential built from the charge and spin densities then has nothing to respond to, provided the nonmagnetic state is stable. The step changes at second order, and

ΔE_v = ΔE_v(without coupling) + (Δ_A − Δ_B)/3.

In words, the offset inherits the difference of two bulk properties; the interface enters the correction at the next order.

For the model crystals, diagonalization changes the difference of bulk edges by 0.0808 eV. The rule gives 0.0827 eV, which is 2.4 % more, relative to the diagonalized value. The excess is the difference of the two centroid shifts.

A superlattice of A and B, each one cubic cell thick, tests the density argument. Doubling the coupling from half to full strength multiplied the change of the longest density wave along the stack by 4.011. A linear response would have given 2. The corresponding electrostatic wave has an amplitude of 6 meV. This value comes from a single wave vector and leaves out screening, so it gives a scale for the neglected second-order term, not a prediction for an interface.

For unstrained germanium and silicon, with rough splittings of 0.290 and 0.044 eV, the contribution is

(0.290 − 0.044)/3 = 0.082 eV.

Their individual rises are 0.097 and 0.015 eV. Forgetting the coupling is thus a much smaller matter for a silicon channel than for a germanium one.

**The conduction side**

Consider an orbitally nondegenerate level whose wavefunction φ can be chosen real. The expectation value of the imaginary Hermitian operator w in a real function is zero, so the level has no first-order shift. This covers a nondegenerate level at Γ. It also covers one at L, where germanium has its conduction minimum, because k and −k are equivalent there. In crystal A the nondegenerate conduction level at Γ moved by −0.00004 eV, negligible beside the valence rise. The second-order shift is larger at L, about −0.001 eV for the lowest conduction level of the same crystal, but still small. The coupling therefore narrows the gap by about Δ/3.

This matters when calculated and measured quantities are combined. For a semiconductor s and an oxide ox, with ΔE_v = E_v(s) − E_v(ox), the electron barrier is

ΔE_c = E_c(ox) − E_c(s) = E_g(ox) − E_g(s) − ΔE_v.

Measured gaps contain the coupling. If ΔE_v does not, the barrier comes out too high by Δ/3, as long as the oxide's own shift is negligible. If instead the conduction edges are calculated directly without the coupling, there is no such first-order error for levels of this kind.

With rough gaps of 5.80 and 0.66 eV, the example gives

without the coupling: 5.80 − 0.66 − 3.000 = 2.140 eV,
with the coupling: 5.80 − 0.66 − 3.097 = 2.043 eV.

**When the oxide is not a cubic triplet**

The rule cannot simply be applied to hafnium dioxide, whose valence maximum need not be a triplet at Γ. Its shift can still be bounded once the orbital content of the top state is assumed. Suppose that the valence bands consist of oxygen 2p orbitals, with the coupling ξ L·S on each atom. For l = 1, L·S = (L·σ)/2 has eigenvalues 1/2 and −1. Adding the coupling cannot raise the highest level by more than its largest eigenvalue, ξ/2. Nor can the highest level fall: the two spin states of the old maximum have a mean coupling energy of zero, so at least one combination has an energy no lower than before. Thus

0 ≤ rise of the oxide maximum ≤ ξ/2.

A Hartree-Fock oxygen atom, with ξ evaluated from the mean electrostatic field of the nucleus and the other electrons, gives ξ = 0.023 eV. This estimate omits exchange in the field, correlation and the crystal. The bound is then 0.011 eV. If the top state also has metal d character of weight 0.10, with a constant of 0.2 eV (both rough), the largest eigenvalue of L·S for l = 2, which is 1, adds at most 0.10 × 0.2 = 0.02 eV at first order. With these inputs, and with the d part taken at first order, the oxide edge rises by at most 0.031 eV, and the offset lies between 3.065 and 3.097 eV. These limits leave out the second-order changes of the germanium edge and of the interface step, which amount to a few meV in the model crystals. They also assume that the top state has no hafnium p character. The 5p level is split by roughly 8 eV, so ξ is about 5 eV, and a weight of only 0.01 could add 0.01 × ξ/2, nearly 0.03 eV. For a real oxide the rise must be calculated with the coupling included.

**Strain: where the one third is lost**

A tetragonal strain moves Z relative to X and Y. Measure energies from the XY pair and put Z at D. The state with L_z = 1 and spin up has L·σ = 1 and no partner to mix with; its energy is λ. The states |L_z = 1, ↓⟩ and |L_z = 0, ↑⟩ do mix. Using L·σ = L_zσ_z + L₊σ₋ + L₋σ₊, with σ± = (σ_x ± iσ_y)/2, and L₋|1⟩ = √2|0⟩, their matrix is

[ −λ  √2λ ]
[ √2λ  D ].

Its upper eigenvalue is

E₊ = (D − λ)/2 + ½ √[(D + λ)² + 8λ²].

At D = 0 this is −λ/2 + 3λ/2 = λ, the cubic result. It increases with D. For D < 0 the highest state is therefore the unmixed one at λ, while without the coupling the maximum was the XY pair at zero. The rise remains Δ/3. This is the case of biaxial compression, with the heavy-hole state on top.

For D > 0 the maximum without the coupling was Z, at D, and the rise is

E₊ − D = −(D + λ)/2 + ½ √[(D + λ)² + 8λ²].

For D much larger than λ, expanding the root gives 2λ²/D. The orbital moment is then quenched by the strain, and the first-order shift is gone. For germanium, λ = 0.0967 eV; with D = 0.10 eV the rise is

−0.098 + 0.168 = 0.070 eV

instead of 0.097 eV. Adding Δ/3 to an offset calculated for such a strained layer would overstate the correction by 0.027 eV.

**What a barrier change of 0.1 eV does**

Let the oxide be 3.0 nm thick, with a field F = 1.0 MV/cm = 0.1 V/nm and a tunnelling mass m of 0.20 electron masses. The potential energy drops by 0.3 eV across the film. For an electron entering at the semiconductor's conduction edge below a barrier φ, the semiclassical exponent, with ħ and e restored, is

2∫₀ᵈ √[2m(φ − eFx)]/ħ dx = (4√(2m)/(3ħeF)) [φ^(3/2) − (φ − eFd)^(3/2)].

It is 19.388 for φ = 2.140 eV and 18.911 for φ = 2.043 eV. At fixed field, thickness, mass and prefactor, the transmission increases by

exp(19.388 − 18.911) = exp(0.477) ≈ 1.6.

This factor depends on the tunnelling model; the offset correction does not. The exponent assumes that the electron has no momentum along the film. Electrons in the L valleys of a (001) germanium channel do have such momentum, so the estimate applies to them only if scattering at the interface or in the oxide removes it. Image-force lowering (0.19 eV if the contact is treated as a metal, less for germanium), confinement in the germanium (0.25 eV) and band filling (0.02 eV at zero temperature) all bring the electrons' total energy nearer to the barrier top; the filling energy is motion along the film and helps only if that momentum is removed. Lowering both barriers uniformly by their sum gives a factor of 1.7. A two-band relation, in which κ² is proportional to E(1 − E/E_g) at depth E below the oxide's conduction edge, gives 1.2. The reason is that dκ²/dE is proportional to 1 − 2E/E_g, so κ becomes less sensitive to depth towards midgap. A factor between about 1.2 and 1.7 is what these variants support for the full correction of 0.097 eV; a correction reduced by strain or by the oxide's own rise gives smaller factors.

**Beside a real gate stack**

The splittings, gaps, permittivity of 20 and film thickness are rough values typical of germanium, silicon and hafnium dioxide; the field is a quarter of a rough breakdown field of 4 MV/cm. The 3.0 eV starting offset is also rough, and its uncertainty may exceed the correction. A real stack can depart from the model through an interfacial layer, a noncubic or disordered oxide, and strain. A dipole at the interfacial layer adds its own potential step to the offset, which must be found separately. For the inputs above, strain with Z on top lowers the correction by 0.027 eV and the oxide's own rise lowers it by at most 0.031 eV if the top state has only oxygen 2p and metal d character. Heating from 300 to 358 K narrows the germanium gap by about 0.02 eV, which changes the sum of the two offsets but is not part of the spin-orbit term.

**What the two derivations assume**

Both need a cubic triplet, a nonmagnetic crystal and a reference free of spin-orbit coupling. They differ in what else they use.

The matrix derivation projects W onto the triplet and is therefore a first-order result. In return it gives the states as well as the energies, and it can be extended by adding further terms to the matrix. That is how the strained case was solved.

The centre-of-gravity derivation needs the degeneracies and a vanishing trace, but no eigenvectors. It gives the correction c and thereby shows how the rule fails when the coupling is no longer small beside the distance to other levels. It cannot treat strain by itself: the six states then form three doublets, and one sum rule with one measured splitting no longer fixes three energies. Neither derivation predicts the sign or size of Δ, which must come from a calculation with the coupling or from measurement. The values used here are collected in the numerical output.

Computed results

```
Model lattice constant: 10.6 bohr
Plane waves, bulk / superlattice: 65 / 249
Crystal A: splitting 0.29211 eV, rise 0.09541 eV
  centroid shift -0.001960 eV; weak rise/splitting 0.33327
Crystal B: splitting 0.04405 eV, rise 0.01463 eV
  centroid shift -0.000055 eV; weak rise/splitting 0.33332
Crystal AB: splitting 0.17739 eV, rise 0.05691 eV
  centroid shift -0.002218 eV; weak rise/splitting 0.33321
A-B offset change, diagonalized: 0.08078 eV
A-B offset change, one-third rule: 0.08269 eV
Shift of single conduction level, A: -4.04e-05 eV
Density response, full/half coupling: 4.011
Superlattice potential wave change: 5.96e-03 eV
Ge splitting (rough input): 0.290 eV
Ge valence rise: 0.0967 eV = 96.7 meV
Si splitting (rough input): 0.044 eV
Si valence rise: 0.0147 eV
Ge-Si offset contribution: 0.0820 eV
Gaps, Ge / oxide (rough input): 0.66 / 5.80 eV
Valence offset without coupling (input): 3.000 eV
Valence offset with coupling: 3.097 eV
Conduction offset, coupling forgotten: 2.140 eV
Conduction offset, corrected: 2.043 eV
Oxide thickness: 3.0 nm; field: 1.0 MV/cm
Tunnelling mass: 0.20 electron masses
Tunnel exponent, forgotten: 19.388
Tunnel exponent, corrected: 18.911
Tunnelling increase, parabolic: factor 1.612
Tunnelling increase, two-band: factor 1.214
Tunnelling increase, lowered barrier: factor 1.728
Image-force lowering: 0.190 eV
Confinement energy in Ge: 0.251 eV
Sheet density: 1.11e+13 cm^-2; Fermi energy: 0.022 eV
Dielectric constants oxide/Ge/fast: 20/16/4
Ge masses normal/density: 0.12/0.30; valleys: 4
O 2p constant xi: 0.0227 eV
Largest pure O 2p rise: 0.0114 eV
Metal d weight / constant (rough): 0.10 / 0.20 eV
Largest oxide rise with d part: 0.0314 eV
Valence offset with that oxide rise: 3.065 eV
Strain splitting D (input): 0.10 eV
Ge rise, z orbital on top: 0.0701 eV
Ge rise, xy pair on top: 0.0967 eV
Gap drift 300 to 358 K: 0.023 eV
Field / rough breakdown field: 0.25
```
